# Quantized rectangular waveguide: TE and TM branches as one-dimensional massive fields

## Question

I am trying to quantize the electromagnetic field in a hollow rectangular metal guide. The exercise says: "Show that each TE and TM branch is a one-dimensional massive scalar whose mass is the cutoff frequency, and evaluate for a guide 23 mm wide."

I can get the dispersion relation \(\omega^2=c^2k^2+\omega_c^2\), and I see that it looks like that of a massive particle. Three things stop me.

1. A dispersion relation is not a quantum field. How do I get the commutator and the Hamiltonian?
2. For TM modes the vector potential has a longitudinal part tied to the transverse part by \(\nabla\cdot\mathbf A=0\). My Lagrangian then contains extra \(z\)-derivatives and does not look like a Klein–Gordon Lagrangian.
3. The electric field is a vector and the photon is massless. In what sense is this a scalar with a mass?

## Answer

The claim needs one repair: a frequency is a mass only in units with \(\hbar=c=1\). In SI units the mass is \(m=\hbar\omega_c/c^2\). The rest can be shown for an ideal guide: perfectly conducting walls at \(x=0,a\) and \(y=0,b\), vacuum inside, no charges, and no end along \(z\). I use a periodic length \(L\) to count modes. Subscripts \(t\) and \(z\) on \(\phi\) and \(u\) denote derivatives, and \(\nabla_t=(\partial_x,\partial_y)\).

### Which modes exist

Without charges we may take zero scalar potential and \(\nabla\cdot\mathbf A=0\), so that \(\mathbf E=-\partial_t\mathbf A\) and \(\mathbf B=\nabla\times\mathbf A\). The tangential \(\mathbf E\) vanishes on the walls, so the tangential \(\mathbf A\) there is constant in time. I set it to zero. This discards static fields held by wall currents, such as a uniform \(B_z\), which do not oscillate.

On \(x=0,a\) we have \(A_y=A_z=0\), and \(\nabla\cdot\mathbf A=0\) then gives \(\partial_xA_x=0\). The other walls work in the same way. The components can therefore be expanded in

\[
A_x:\ \cos\tfrac{m\pi x}{a}\sin\tfrac{n\pi y}{b},\qquad
A_y:\ \sin\tfrac{m\pi x}{a}\cos\tfrac{n\pi y}{b},\qquad
A_z:\ \sin\tfrac{m\pi x}{a}\sin\tfrac{n\pi y}{b}.
\]

For \(m,n\ge1\) and given \(k\) there are three amplitudes and one divergence condition, which leaves two modes: one TE (\(E_z=0\)) and one TM (\(B_z=0\)). If just one index is zero, a single transverse component survives, and it is TE. If both are zero, nothing survives, so there is no TEM branch. Each branch has

\[
k_c^2=\left(\frac{m\pi}{a}\right)^2+\left(\frac{n\pi}{b}\right)^2,\qquad \omega_c=ck_c .
\]

For TE take \(\psi\propto\cos(m\pi x/a)\cos(n\pi y/b)\), whose normal derivative vanishes on the walls. For TM take \(\chi\propto\sin(m\pi x/a)\sin(n\pi y/b)\), which itself vanishes there. Both satisfy \(\nabla_t^2f=-k_c^2f\). Normalize them by \(\int|\nabla_tf|^2dxdy=1\). Integration by parts has no wall term in either case, so

\[
1=\int|\nabla_tf|^2dxdy=-\int f\nabla_t^2f\,dxdy=k_c^2\int f^2dxdy .
\]

### TE: the direct case

Put \(\mathbf A=\phi(z,t)\,\hat z\times\nabla_t\psi=\phi\,(-\partial_y\psi,\partial_x\psi,0)\). Its divergence vanishes because mixed derivatives commute. Taking the time derivative and the curl,

\[
\mathbf E=-\phi_t\,\hat z\times\nabla_t\psi,\qquad
\mathbf B=-\phi_z\nabla_t\psi-k_c^2\psi\phi\,\hat z .
\]

The last term is \(\partial_xA_y-\partial_yA_x=\phi\nabla_t^2\psi\). The normalization gives \(\int E^2dxdy=\phi_t^2\) and \(\int B^2dxdy=\phi_z^2+k_c^4\phi^2/k_c^2\). The Maxwell Lagrangian \(\frac{\varepsilon_0}{2}\int(E^2-c^2B^2)\,d^3r\) becomes

\[
\mathcal L_{\rm TE}=\frac{\varepsilon_0}{2}\int dz\,\left[\phi_t^2-c^2\phi_z^2-\omega_c^2\phi^2\right].
\]

The momentum conjugate to \(\phi\) is \(\pi=\varepsilon_0\phi_t\), and the equation of motion is

\[
\phi_{tt}-c^2\phi_{zz}+\omega_c^2\phi=0 .
\]

With \(\Phi=\sqrt{\varepsilon_0}\,c\,\phi\) the Lagrangian density is \(\frac12[\Phi_t^2/c^2-\Phi_z^2-k_c^2\Phi^2]\). This is the Klein–Gordon form, in which \(k_c=mc/\hbar\).

### TM: where the extra derivatives go

A divergence-free choice is

\[
\mathbf A=u_z\nabla_t\chi+k_c^2\chi u\,\hat z,\qquad
\nabla\cdot\mathbf A=u_z\left(\nabla_t^2\chi+k_c^2\chi\right)=0 .
\]

Define \(K=k_c^2-\partial_z^2\). The curl has components \(B_x=\partial_yA_z-\partial_zA_y=(Ku)\,\partial_y\chi\) and \(B_y=\partial_zA_x-\partial_xA_z=-(Ku)\,\partial_x\chi\), with \(B_z=0\). Thus \(\mathbf B=-(Ku)\,\hat z\times\nabla_t\chi\). For the electric part,

\[
\int E^2dxdy=u_{tz}^2+k_c^2u_t^2 ,
\]

and integrating the first term by parts along \(z\) gives

\[
\mathcal L_{\rm TM}=\frac{\varepsilon_0}{2}\int dz\left[u_tKu_t-c^2(Ku)^2\right],\qquad p_u=\varepsilon_0Ku_t .
\]

This is the form that stopped you. It is a Klein–Gordon theory in an awkward variable. The Hamiltonian \(\int p_uu_t\,dz-\mathcal L_{\rm TM}\) is

\[
H_{\rm TM}=\frac{\varepsilon_0}{2}\int dz\left[u_tKu_t+c^2(Ku)^2\right].
\]

Since \(K\) acts on \(e^{ikz}\) as \(k^2+k_c^2>0\), it has an inverse. Define

\[
\phi=-\frac{u_t}{c}=-\frac{K^{-1}p_u}{\varepsilon_0c},\qquad \pi=\varepsilon_0cKu .
\]

The new coordinate is built from the old momentum, and the new momentum from the old coordinate. Starting from \([u(z),p_u(z')]=i\hbar\delta(z-z')\),

\[
[\phi(z),\pi(z')]=-K_z^{-1}K_{z'}[p_u(z),u(z')]
=i\hbar K_z^{-1}K_{z'}\delta(z-z')=i\hbar\delta(z-z').
\]

The last step uses \(K_{z'}\delta(z-z')=K_z\delta(z-z')\). Also \([\phi,\phi]=[\pi,\pi]=0\), because each variable contains only momenta or only coordinates of the old pair. Substituting \(u_t=-c\phi\) and \(Ku=\pi/(\varepsilon_0c)\),

\[
H_{\rm TM}=\int dz\left[\frac{\pi^2}{2\varepsilon_0}+\frac{\varepsilon_0}{2}\left(c^2\phi_z^2+\omega_c^2\phi^2\right)\right].
\]

This is the TE Hamiltonian again. Hamilton's equation gives \(\phi_t=\pi/\varepsilon_0=cKu\), and the fields are local in \(\phi\):

\[
\mathbf E=c\left(\phi_z\nabla_t\chi+k_c^2\chi\phi\,\hat z\right),\qquad
\mathbf B=-\frac{\phi_t}{c}\,\hat z\times\nabla_t\chi .
\]

### The branches do not mix

Gradients of two different \(\psi\)'s are orthogonal, since \(\int\nabla_t\psi_i\cdot\nabla_t\psi_j=k_{c,j}^2\int\psi_i\psi_j=0\) for different cosine products. The same holds for the \(\chi\)'s. Between the two families,

\[
\int(\hat z\times\nabla_t\psi)\cdot\nabla_t\chi\,dxdy
=-\int\chi\,\nabla_t\cdot(\hat z\times\nabla_t\psi)\,dxdy=0 ,
\]

where the wall term vanishes because \(\chi=0\) there. The longitudinal fields cannot produce a TE–TM cross term, since TE has only \(B_z\) and TM only \(E_z\). The total Lagrangian and Hamiltonian are therefore sums over branches, and variables of different branches commute.

The field momentum along the guide is \(\varepsilon_0\int(\mathbf E\times\mathbf B)_z\,d^3r\). For any transverse vector \(\mathbf g\), \((\hat z\times\mathbf g)\times\mathbf g=-g^2\hat z\). Inserting either set of fields gives

\[
P=-\varepsilon_0\int\phi_t\phi_z\,dz .
\]

Cross terms vanish by the same orthogonality relations.

### Quanta

For one branch let \(k=2\pi j/L\) with integer \(j\), and \(\omega_k=\sqrt{c^2k^2+\omega_c^2}\). Write

\[
\phi=\sum_kN_k\left(a_ke^{i(kz-\omega_kt)}+a_k^\dagger e^{-i(kz-\omega_kt)}\right),\qquad [a_k,a_{k'}^\dagger]=\delta_{kk'} .
\]

With \(\pi=\varepsilon_0\phi_t\), the two orderings contribute equally after \(k\to-k\) in one of them:

\[
[\phi(z),\pi(z')]=\sum_k2i\varepsilon_0\omega_kN_k^2e^{ik(z-z')} .
\]

Because \(L^{-1}\sum_ke^{ik(z-z')}=\delta(z-z')\), the canonical value requires \(N_k^2=\hbar/(2\varepsilon_0\omega_kL)\).

For the energy, absorb the time factors into \(a_k\) and collect the coefficient of \(e^{ikz}\). It is \(N_k(a_k+a_{-k}^\dagger)\) in \(\phi\) and \(-i\omega_kN_k(a_k-a_{-k}^\dagger)\) in \(\phi_t\). Integration over \(L\) gives

\[
H=\frac{\varepsilon_0L}{2}\sum_k\omega_k^2N_k^2\left[(a_k-a_{-k}^\dagger)(a_k^\dagger-a_{-k})+(a_k+a_{-k}^\dagger)(a_k^\dagger+a_{-k})\right].
\]

The products \(a_ka_{-k}\) and \(a_{-k}^\dagger a_k^\dagger\) cancel. The remainder is \(\sum_k\frac{\hbar\omega_k}{2}(a_ka_k^\dagger+a_{-k}^\dagger a_{-k})\), and relabelling \(-k\to k\) in the second term gives

\[
H=\sum_k\hbar\omega_k\left(a_k^\dagger a_k+\tfrac12\right).
\]

In \(P\) the coefficient of \(\phi_z\) is \(ikN_k(a_k+a_{-k}^\dagger)\), so

\[
P=\varepsilon_0L\sum_k\omega_kkN_k^2(a_k-a_{-k}^\dagger)(a_k^\dagger+a_{-k})=\sum_k\hbar k\,a_k^\dagger a_k .
\]

Here the pair terms are even in \(k\) and cancel against the odd factor \(k\), as do the zero-point terms. One quantum thus has \(E=\hbar\omega_k\) and \(p=\hbar k\), with

\[
E^2=(cp)^2+(mc^2)^2,\qquad m=\frac{\hbar\omega_c}{c^2}.
\]

### Why a scalar, and why a mass

"Scalar" refers to boosts along the guide. Such a boost leaves \(E_z\) and \(B_z\) unchanged, and these are \(ck_c^2\chi\phi\) for TM and \(-k_c^2\psi\phi\) for TE. The transverse patterns do not change either, so \(\phi'(z',t')=\phi(z,t)\).

The transverse fields agree with this. For TE and frame velocity \(v\),

\[
\mathbf E'_\perp=\gamma(\mathbf E_\perp+v\hat z\times\mathbf B_\perp)
=-\gamma(\phi_t+v\phi_z)\,\hat z\times\nabla_t\psi=-\phi'_{t'}\,\hat z\times\nabla_t\psi ,
\]

because \(\partial_{t'}=\gamma(\partial_t+v\partial_z)\). The walls slide along themselves. The extra tangential field \(\mathbf v\times\mathbf B\) at a wall is proportional to the normal component of \(\mathbf B\), which is zero, so the ideal boundary condition survives. The vector character of light has not disappeared; it sits in the fixed patterns \(\nabla_t\psi\) and \(\nabla_t\chi\).

The mass is transverse momentum that the one-dimensional description does not display. The standing pattern is made of plane waves with transverse wavenumber of magnitude \(k_c\), each obeying the massless relation \(\omega^2=c^2(k^2+k_c^2)\). Hence \(mc=\hbar k_c\), while the photon in free space stays massless.

Two limits show both sides of this:

\[
\hbar\omega\simeq mc^2+\frac{\hbar^2k^2}{2m}\quad(k\ll k_c),\qquad
\omega\simeq ck+\frac{\omega_c^2}{2ck}\quad(k\gg k_c).
\]

Near cutoff the quantum moves like a slow massive particle; far above cutoff the mass is a small correction.

### The 23 mm guide

Take \(a=23\) mm as the inner width. For \(b<a\) the lowest branch is TE\(_{10}\). The cutoffs of the TE\(_{m0}\) branches do not depend on the height, but those of all branches with \(n\ge1\) do; I choose \(b=10\) mm. Then \(k_c=\pi/a=136.59\ \mathrm{m^{-1}}\) and

\[
f_c=\frac{c}{2a}=6.517\ \mathrm{GHz},\qquad
mc^2=hf_c=26.95\ \mu\mathrm{eV},\qquad m=4.805\times10^{-41}\ \mathrm{kg}.
\]

The reduced Compton length is \(\hbar/(mc)=1/k_c=a/\pi=7.32\) mm, so the guide width sets it directly. The next cutoffs are 13.03 GHz (TE\(_{20}\)), 14.99 GHz (TE\(_{01}\)) and 16.35 GHz (TE\(_{11}\) and TM\(_{11}\)). The last two coincide because the sine and cosine patterns have the same \(k_c\). Between 6.517 and 13.03 GHz only TE\(_{10}\) propagates.

At 10 GHz the ratio \(\omega/\omega_c=10/6.5172=1.5344\) is the Lorentz factor \(E/(mc^2)\). Therefore

\[
k=k_c\sqrt{1.5344^2-1}=158.96\ \mathrm{m^{-1}},\qquad
\lambda_g=\frac{2\pi}{k}=39.53\ \mathrm{mm}.
\]

Differentiating \(\omega^2=c^2k^2+\omega_c^2\) gives the group velocity \(v_g=c^2k/\omega=0.758c\), which is also the particle velocity \(c^2p/E\). The phase velocity is \(\omega/k=1.318c\); it moves crests, not the quantum. An observer travelling at \(v_g\) sees \(k'=0\) and \(\omega'=\omega_c\). The laboratory energy of 41.36 μeV is then reduced to the rest energy of 26.95 μeV.

For a field strength, choose \(L=25\lambda_g=0.988\) m and a coherent state of this one mode with mean photon number one. The mean of \(\phi\) has amplitude \(2N_k\), so \(\phi_t\) has amplitude \(2\omega N_k=\sqrt{2\hbar\omega/(\varepsilon_0L)}\). The normalized TE\(_{10}\) pattern has \(|\nabla_t\psi|=\sqrt{2/(ab)}\,\sin(\pi x/a)\). At the centre line the peak mean field is

\[
E_{\rm peak}=2\sqrt{\frac{\hbar\omega}{\varepsilon_0abL}}=114.8\ \mu\mathrm{V/m}.
\]

The vacuum root-mean-square field of the same mode there is half of this, since \(\langle\phi_t^2\rangle=\omega^2N_k^2\). One photon on average is thus not a field with negligible quantum noise. These figures assume no thermal photons, which needs a temperature well below \(hf/k_B=0.48\) K. At 300 K the mode holds \(\bar n=1/(e^{hf/k_BT}-1)\approx625\) photons, and the noise is \(\sqrt{2\bar n+1}\approx35\) times the vacuum value. Both values fall as \(L^{-1/2}\), because the same energy fills a longer guide.

Below cutoff, try \(\phi=e^{-\kappa z}\cos\omega t\). The field equation requires \(\kappa=\sqrt{\omega_c^2-\omega^2}/c\). At 5 GHz,

\[
\kappa=136.59\sqrt{1-(5/6.5172)^2}=87.6\ \mathrm{m^{-1}},\qquad 1/\kappa=11.4\ \mathrm{mm}.
\]

This is the response near a source, not a free quantum: the source frequency lies below the rest energy divided by \(h\). The energy flow is proportional to \(-\phi_t\phi_z\propto\sin\omega t\cos\omega t\), which averages to zero over a cycle. This holds for the purely decaying solution. In a section of finite length a growing term \(e^{+\kappa z}\) is also allowed, and if it is out of phase with the decaying term the two together carry a steady flux through the section.

As an independent check, the full vector Maxwell problem was diagonalized on two staggered grids and extrapolated, at \(k=158.96\ \mathrm{m^{-1}}\). The eight lowest frequencies agree with the massive dispersion relation to \(3.6\times10^{-5}\), relative to the latter. The TE–TM pairs appear, and no TEM branch lies below TE\(_{10}\). The values are in the numerical output.

### Where the result stops

Wall resistance damps the quanta and singles out the rest frame of the metal. For copper at room temperature (conductivity \(5.8\times10^7\) S/m) the standard surface-resistance estimate for this guide gives a power loss over 0.988 m of about 2% at 10 GHz but about 28% at 6.53 GHz, and it lowers the cutoff by about 0.5 MHz. The loss grows as the quantum slows, so the slow-particle picture fails very close to cutoff. A dielectric filling also singles out a frame, so boost invariance with the vacuum \(c\) is lost. If the cross-section varies along \(z\), the normalized patterns vary too, and in general so does \(k_c\), although a change of height alone leaves the TE\(_{m0}\) cutoffs unchanged. The separation into independent fields of constant mass then no longer follows. A second, separate conductor inside the guide permits a transverse electrostatic pattern with \(k_c=0\); that TEM branch is massless.

## Table of computed values

```
inner width a = 23.0 mm, height b = 10.0 mm
branch: cutoff frequency; rest energy m c^2
  TE10: 6.5172 GHz; 26.953 micro-eV
  TE20: 13.0345 GHz; 53.906 micro-eV
  TE01: 14.9896 GHz; 61.992 micro-eV
  TE11: 16.3451 GHz; 67.598 micro-eV
  TM11: 16.3451 GHz; 67.598 micro-eV
  TE30: 19.5517 GHz; 80.859 micro-eV
  TE21: 19.8642 GHz; 82.152 micro-eV
  TM21: 19.8642 GHz; 82.152 micro-eV
TE10 cutoff wavenumber = 136.591 1/m
TE10 cutoff angular frequency = 4.09489e+10 rad/s
TE10 mass = 4.80482e-41 kg
TE10 reduced Compton length 1/kc = 7.3211 mm
Drive frequency = 10.0 GHz
TE10 wavenumber k = 158.961 1/m
TE10 guide wavelength = 39.527 mm
TE10 group velocity / c = 0.75846
TE10 group velocity / c from grid = 0.75846
TE10 phase velocity / c = 1.31847
Lorentz factor w/wc = 1.53439
Quantum energy from fields = 41.357 micro-eV
Quantum momentum from fields = 1.67636e-32 kg m/s
Periodic length L = 0.98817 m
Peak E, coherent state, mean number 1 = 114.76 micro-V/m
Below-cutoff frequency = 5.0 GHz
Decay constant kappa = 87.611 1/m
Amplitude decay length = 11.414 mm
Frequencies at the same k: vector grid; massive dispersion
  TE10: 10.0000 GHz; 10.0000 GHz
  TE20: 15.0804 GHz; 15.0805 GHz
  TE01: 16.7991 GHz; 16.7992 GHz
  TE11: 18.0190 GHz; 18.0191 GHz
  TM11: 18.0190 GHz; 18.0191 GHz
  TE30: 20.9705 GHz; 20.9713 GHz
  TE21: 21.2628 GHz; 21.2629 GHz
  TM21: 21.2628 GHz; 21.2629 GHz
Largest relative grid difference = 3.6e-05
```
